**Resonant absorption at fixed normal displacement**

The program tests the weak-collision limit \(P/A=\pi\omega L|D|^2/(2\varepsilon_0)\), where \(P/A\) is absorbed power per area, \(\omega\) the angular frequency, \(L\) the density-gradient length at critical density and \(D\) the peak normal displacement. It asserts that quadrature of the heating, computed from the electron momentum equation, agrees with the closed formula at four pressures. It also asserts that the limit is halved when the critical density lies at the ramp's edge, and that power is proportional to collision frequency when the ramp misses it. A time integration without collisions must store energy at the limiting rate within 1%. Maxwell's equations with a transverse wavenumber must give the same limit, with a deviation below ten times the ratio of collision frequency to \(\omega\). With electron pressure included, heat and outgoing wave power must add up to the limit within 1%. The output shows the cold-layer power falling by 1.6% from 1 to 1000 mTorr, while the collision frequency rises a thousandfold. It also gives the sizes of thermal broadening, electron excursion and density depression for the example.

## Verification by program

```python
"""
Resonant absorption in a linear density ramp at fixed normal displacement D.
Result under test: for weak collisions the absorbed power per area tends to
    P/A = pi * omega * L * |D|^2 / (2 eps0),   independent of nu.
Symbols: s = x/L, density n = n_c (1+s), n_c critical density, nu collision
frequency, delta = nu/omega, E_D = |D|/eps0 (peak amplitude), fields vary as
exp(-i omega t).  The ramp runs from s = -1 (vacuum) to s = 3 (bulk, 4 n_c).
Scaled power F = (P/A) / (omega L eps0 E_D^2 / 2); the claim is F -> pi.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.linalg import solve_banded
from scipy.special import gamma

e, m, eps0, kB, c = const.e, const.m_e, const.epsilon_0, const.k, const.c

# ---------------- example parameters (rough, round) ----------------
freq = 2.45e9                 # Hz
omega = 2 * np.pi * freq
L = 3e-3                      # m
E_D = 500.0                   # V/m
Te_eV = 3.0
T_gas = 300.0                 # K
K_m = 1e-13                   # m^3/s, momentum-transfer rate coefficient
k_y = 100.0                   # 1/m, transverse wavenumber
s_low, s_high = 1.0, 3.0
n_c = eps0 * m * omega**2 / e**2
power_unit = 0.5 * omega * L * eps0 * E_D**2      # W/m^2
P_limit = np.pi * power_unit
pressures = [1.0, 10.0, 100.0, 1000.0]            # mTorr
mTorr = const.torr * 1e-3


def collision_frequency(p_mTorr):
    return K_m * p_mTorr * mTorr / (kB * T_gas)


def heating_density(s, nu):
    """Re(J E*)/2 in W/m^3 from the electron momentum equation."""
    sigma = n_c * (1 + s) * e**2 / (m * (nu - 1j * omega))
    E = eps0 * E_D / (eps0 + 1j * sigma / omega)
    return 0.5 * (sigma * E * np.conj(E)).real


def power_by_quadrature(nu, a, b):
    d = nu / omega
    cuts = [a] + [q for q in (-30*d, -3*d, 0.0, 3*d, 30*d) if a < q < b] + [b]
    return L * sum(quad(heating_density, lo, hi, args=(nu,), limit=300,
                        epsrel=1e-10)[0] for lo, hi in zip(cuts, cuts[1:]))


def power_formula(nu):
    d = nu / omega
    return power_unit * (np.arctan(s_low / d) + np.arctan(s_high / d)
                         + 0.5 * d * np.log((s_high**2 + d**2)
                                            / (s_low**2 + d**2)))


# ---------------- cold layer: quadrature against closed form ----------------
rows = []
for p in pressures:
    nu = collision_frequency(p)
    P_num = power_by_quadrature(nu, -s_low, s_high)
    assert abs(P_num / power_formula(nu) - 1) < 1e-7
    rows.append((p, nu, nu / omega, P_num))
for p, nu, d, P_num in rows[:3]:
    first_order = 1 - d / np.pi * (1/s_low + 1/s_high - np.log(s_high/s_low))
    assert abs(P_num / P_limit - first_order) < 2 * d**2 + 1e-7
assert abs(rows[0][3] / P_limit - 1) < 1e-3

nu10 = collision_frequency(10.0)
d10 = nu10 / omega
core_fraction = (power_by_quadrature(nu10, -d10, d10)
                 / power_by_quadrature(nu10, -s_low, s_high))
assert abs(core_fraction - 0.5) < 5e-3

# resonance at the ramp edge: half; no resonance in the ramp: P ~ nu
nu1 = collision_frequency(1.0)
edge_ratio = power_by_quadrature(nu1, 0.0, s_high) / P_limit
assert abs(edge_ratio - 0.5) < 5e-3
P_off = power_by_quadrature(nu1, 0.2, s_high)
off_scaling = power_by_quadrature(10 * nu1, 0.2, s_high) / P_off
assert abs(off_scaling - 10) < 0.05


# ---------------- no collisions: energy stored from rest ----------------
def stored_energy_rate():
    """Mean rate of energy storage / (omega L eps0 E_D^2 / 2), RK4 in omega t."""
    s = np.linspace(-s_low, s_high, 2001)
    w2 = 1 + s
    u, v = np.zeros_like(s), np.zeros_like(s)
    per_cycle = 60
    h = 2 * np.pi / per_cycle
    energy = {}
    for j in range(80 * per_cycle):
        t = j * h
        f0, f1, f2 = np.cos(t), np.cos(t + h / 2), np.cos(t + h)
        a1 = f0 - w2 * u
        v2 = v + h / 2 * a1
        a2 = f1 - w2 * (u + h / 2 * v)
        v3 = v + h / 2 * a2
        a3 = f1 - w2 * (u + h / 2 * v2)
        v4 = v + h * a3
        a4 = f2 - w2 * (u + h * v3)
        u = u + h / 6 * (v + 2 * v2 + 2 * v3 + v4)
        v = v + h / 6 * (a1 + 2 * a2 + 2 * a3 + a4)
        if j + 1 in (20 * per_cycle, 80 * per_cycle):
            energy[(j + 1) // per_cycle] = trapezoid(
                w2 * (v**2 + w2 * u**2), s)
    return (energy[80] - energy[20]) / (2 * np.pi * 60)


storage_ratio = stored_energy_rate() / np.pi
assert abs(storage_ratio - 1) < 0.01      # bounded ripple over 60 periods


# ---------------- Maxwell equations with a transverse wavenumber ----------------
def maxwell_ramp(delta):
    """Inflowing power over the limit law with D at s=0, and |D(-1)/D(0)|."""
    q, q0 = k_y * L, omega / c * L

    def eps(s):
        return 1 - (1 + s) / (1 + 1j * delta)

    def rhs(s, y):
        d, Ey = y
        return [-1j * q * eps(s) * Ey,
                1j * q * d * (1 / eps(s) - (q0 / q)**2)]

    eb = eps(s_high)
    decay = np.sqrt(q**2 - q0**2 * eb)
    start = np.array([1.0 + 0j, decay / (1j * q * eb)])
    opts = dict(method="DOP853", rtol=1e-9, atol=1e-11)
    mid = solve_ivp(rhs, (s_high, 0.0), start, **opts).y[:, -1]
    end = solve_ivp(rhs, (0.0, -s_low), mid, **opts).y[:, -1]
    inflow = -(end[1] * np.conj(end[0])).real / q
    return inflow / (np.pi * abs(mid[0])**2), abs(end[0] / mid[0])


maxwell = {}
for delta in (1e-2, 1e-3, 1e-4):
    maxwell[delta] = maxwell_ramp(delta)
    # bulk and off-resonance losses are of first order in delta
    assert abs(maxwell[delta][0] - 1) < 10 * delta

# ---------------- electron pressure: plasma wave leaves the layer ----------------
kTe = Te_eV * e
debye = np.sqrt(eps0 * kTe / (n_c * e**2))
b = 3 * (debye / L)**2
thermal_width = b**(1 / 3)


def warm_layer(delta):
    """Solve b G'' + (i delta - s) G = 1 with an outgoing wave at s = -0.5.
    Returns heat and wave flux (both in units of pi), max|G| and |G(0)|."""
    s = np.linspace(-0.5, 1.0, 15001)
    h = s[1] - s[0]
    coef = 1j * delta - s
    z = coef[0]
    k = np.sqrt(z / b)
    log_slope = -1j * k + 1 / (4 * z)
    smooth = 1 / z - 2 * b / z**4
    smooth_slope = 1 / z**2 - 8 * b / z**5
    band = np.zeros((3, s.size), complex)
    band[0, 1:] = b / h**2
    band[2, :-1] = b / h**2
    band[1] = -2 * b / h**2 + coef
    rhs = np.ones(s.size, complex)
    band[0, 1] = 2 * b / h**2
    band[1, 0] -= 2 * b * log_slope / h
    rhs[0] += 2 * b * (smooth_slope - log_slope * smooth) / h
    band[1, -1], band[2, -2], rhs[-1] = 1, 0, 1 / coef[-1]
    G = solve_banded((1, 1), band, rhs)
    wave = G[0] - smooth
    flux = b * k.real * abs(wave)**2
    heat = delta * trapezoid(abs(G)**2, s)
    i0 = np.argmin(abs(s))
    return heat / np.pi, flux / np.pi, abs(G).max(), abs(G[i0])


warm = {p: warm_layer(0.0 if p == 0 else collision_frequency(p) / omega)
        for p in (0.0, 1.0, 10.0)}
assert abs(warm[0.0][1] - 1) < 5e-3
for p in (1.0, 10.0):
    assert abs(warm[p][0] + warm[p][1] - 1) < 0.01
G0_integral = gamma(4 / 3) * (3 / b)**(1 / 3)     # |integral solution| at s=0
assert abs(warm[0.0][3] / G0_integral - 1) < 0.01

# ---------------- sizes of neglected effects ----------------
E_cold = E_D * np.sqrt(1 + d10**2) / d10
E_warm = E_D * warm[10.0][2]
excursion_cold = e * E_cold / (m * omega**2)
excursion_warm = e * E_warm / (m * omega**2)
depression = eps0 * E_warm**2 / (4 * n_c * kTe)
E_D_nonlinear = E_D * np.sqrt(thermal_width / depression)
P_nonlinear = P_limit * (E_D_nonlinear / E_D)**2
# local k*lambda_D where density is half critical (eps = 1/2)
k_half = np.sqrt(0.5 / b) / L
k_debye_half = k_half * debye / np.sqrt(0.5)

# ---------------- output ----------------
print(f"frequency = {freq/1e9:.2f} GHz, omega = {omega:.4e} rad/s")
print(f"critical density n_c = {n_c*1e-6:.3e} cm^-3")
print(f"bulk density = {(1+s_high)*n_c*1e-6:.3e} cm^-3")
print(f"ramp length L = {L*1e3:.1f} mm, E_D = {E_D/100:.1f} V/cm")
print(f"displacement amplitude D = {eps0*E_D:.3e} C/m^2")
print(f"Te = {Te_eV:.1f} eV, gas temperature = {T_gas:.0f} K")
print(f"momentum-transfer coefficient = {K_m*1e6:.1e} cm^3/s")
print(f"limit power P/A = {P_limit:.3f} W/m^2 = {P_limit*0.1:.3f} mW/cm^2")
print("Cold layer: pressure, nu, nu/omega, P/A, P/limit")
for p, nu, d, P_num in rows:
    print(f"  {p:6.0f} mTorr {nu:.3e} 1/s {d:.3e} "
          f"{P_num*0.1:.4f} mW/cm^2 {P_num/P_limit:.5f}")
print(f"share of power within |s|<delta, 10 mTorr = {core_fraction:.4f}")
print(f"n_c at ramp edge, 1 mTorr: P/limit = {edge_ratio:.4f}")
print(f"ramp from 1.2 n_c, 1 mTorr: P/limit = {P_off/P_limit:.3e}")
print(f"  same ramp, nu times 10: P grows by factor {off_scaling:.3f}")
print(f"no collisions: storage rate/limit = {storage_ratio:.4f}")
print(f"build-up time 2/nu at 10 mTorr = {2/nu10*1e9:.1f} ns")
print(f"Maxwell ramp, k = {k_y/100:.1f} 1/cm: delta, P/limit, |D(-1)/D(0)|")
for delta, (ratio, dvar) in maxwell.items():
    print(f"  {delta:.0e} {ratio:.5f} {dvar:.4f}")
print(f"Debye length at n_c = {debye*1e3:.4f} mm, b = {b:.3e}")
print(f"thermal width b^(1/3) L = {thermal_width*L*1e3:.3f} mm")
print(f"collisional half-width delta L, 10 mTorr = {d10*L*1e3:.5f} mm")
print("Warm layer down to n_c/2: pressure, heat/limit, wave/limit, sum")
for p, (heat, flux, gmax, g0) in warm.items():
    print(f"  {p:4.0f} mTorr {heat:.4f} {flux:.4f} {heat+flux:.4f}")
print(f"|G(0)| without collisions: solver {warm[0.0][3]:.3f}, "
      f"integral {G0_integral:.3f}")
print(f"field at resonance, cold, 10 mTorr = {E_cold/100:.0f} V/cm")
print(f"largest field, warm, 10 mTorr = {E_warm/100:.1f} V/cm")
print(f"excursion/collisional half-width, cold = "
      f"{excursion_cold/(d10*L):.1f}")
print(f"excursion/thermal width, warm = "
      f"{excursion_warm/(thermal_width*L):.4f}")
print(f"ponderomotive density depression = {depression:.2e} of n_c")
print(f"  relative to thermal width in s = {depression/thermal_width:.4f}")
print(f"E_D where that ratio is 1 = {E_D_nonlinear/100:.1f} V/cm, "
      f"P/A there = {P_nonlinear*1e-4:.3f} W/cm^2")
print(f"local k*lambda_D at n_c/2 = {k_debye_half:.3f}")
print("ALL CHECKS PASSED")
```

Output:

```
frequency = 2.45 GHz, omega = 1.5394e+10 rad/s
critical density n_c = 7.446e+10 cm^-3
bulk density = 2.978e+11 cm^-3
ramp length L = 3.0 mm, E_D = 5.0 V/cm
displacement amplitude D = 4.427e-09 C/m^2
Te = 3.0 eV, gas temperature = 300 K
momentum-transfer coefficient = 1.0e-07 cm^3/s
limit power P/A = 160.574 W/m^2 = 16.057 mW/cm^2
Cold layer: pressure, nu, nu/omega, P/A, P/limit
       1 mTorr 3.219e+06 1/s 2.091e-04 16.0572 mW/cm^2 0.99998
      10 mTorr 3.219e+07 1/s 2.091e-03 16.0549 mW/cm^2 0.99984
     100 mTorr 3.219e+08 1/s 2.091e-02 16.0323 mW/cm^2 0.99844
    1000 mTorr 3.219e+09 1/s 2.091e-01 15.8020 mW/cm^2 0.98410
share of power within |s|<delta, 10 mTorr = 0.5001
n_c at ramp edge, 1 mTorr: P/limit = 0.5006
ramp from 1.2 n_c, 1 mTorr: P/limit = 4.908e-04
  same ramp, nu times 10: P grows by factor 10.000
no collisions: storage rate/limit = 0.9999
build-up time 2/nu at 10 mTorr = 62.1 ns
Maxwell ramp, k = 1.0 1/cm: delta, P/limit, |D(-1)/D(0)|
  1e-02 1.00561 0.8888
  1e-03 1.00057 0.8860
  1e-04 1.00006 0.8857
Debye length at n_c = 0.0472 mm, b = 7.422e-04
thermal width b^(1/3) L = 0.272 mm
collisional half-width delta L, 10 mTorr = 0.00627 mm
Warm layer down to n_c/2: pressure, heat/limit, wave/limit, sum
     0 mTorr 0.0000 0.9994 0.9994
     1 mTorr 0.0106 0.9886 0.9992
    10 mTorr 0.1007 0.8966 0.9973
|G(0)| without collisions: solver 14.217, integral 14.225
field at resonance, cold, 10 mTorr = 2391 V/cm
largest field, warm, 10 mTorr = 101.6 V/cm
excursion/collisional half-width, cold = 28.3
excursion/thermal width, warm = 0.0278
ponderomotive density depression = 6.39e-03 of n_c
  relative to thermal width in s = 0.0706
E_D where that ratio is 1 = 18.8 V/cm, P/A there = 0.228 W/cm^2
local k*lambda_D at n_c/2 = 0.577
ALL CHECKS PASSED
```
